# Bracketing and selecting coverage roots of the Fowler–Guggenheim isotherm: a program that tests the result

```python
"""
Fowler-Guggenheim adsorption: all coverage roots and the equilibrium one.

Result under test: with a = z|w|/(kT) and x = ln(K p), the isotherm
    K p = theta/(1-theta) * exp(-a*theta)
has three roots only if a > 4 AND p lies between the spinodal pressures.
In y = ln(theta/(1-theta)) every root lies in (x, x+a), and the spinodals
-ys, +ys split this interval into brackets with one root each. The equilibrium
root has the least grand potential; the outer roots tie at x = -a/2.

theta: coverage; z: neighbours per site; w: neighbour energy (attractive);
K: Langmuir constant; p: pressure; omega: grand potential per site over kT,
measured from the empty surface.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit, gammaln, logsumexp

k_B, h_planck, eV, torr = const.k, const.h, const.e, const.torr

# Rough model parameters: molecular water on hydroxylated HfO2
temperature = 350.0
binding = 0.60 * eV
pair_energy = 0.06 * eV
neighbours = 4
site_area = 0.10e-18
mass = 18.015 * const.atomic_mass
hot_temperature = 523.0
rough_saturation_torr = 300.0


def thermal_wavelength(T):
    return h_planck / np.sqrt(2 * np.pi * mass * k_B * T)


def langmuir_constant(T):
    return thermal_wavelength(T)**3 / (k_B * T) * np.exp(binding / (k_B * T))


def bisect(func, left, right, tol=1e-12):
    """Halve a bracket; works for rising and falling functions."""
    left_nonpositive = func(left) <= 0
    steps = 0
    while right - left > tol and steps < 200:
        middle = 0.5 * (left + right)
        if (func(middle) <= 0) == left_nonpositive:
            left = middle
        else:
            right = middle
        steps += 1
    return 0.5 * (left + right), steps


def root_brackets(a, x):
    def residual(y):
        return y - a * expit(y) - x
    if a <= 4:
        return residual, [(x, x + a)]
    ys = 2 * np.arctanh(np.sqrt(1 - 4 / a))
    at_low, at_high = residual(-ys), residual(ys)
    brackets = []
    if at_low >= 0:
        brackets.append((x, -ys))
    if at_low > 0 and at_high < 0:
        brackets.append((-ys, ys))
    if at_high <= 0:
        brackets.append((ys, x + a))
    return residual, brackets


def solve_isotherm(a, x):
    """Return y of all roots, omega at each, and indices of the minimum."""
    residual, brackets = root_brackets(a, x)
    y = np.array([bisect(residual, lo, hi)[0] for lo, hi in brackets])
    omega = 0.5 * a * expit(y)**2 - np.logaddexp(0, y)
    chosen = np.flatnonzero(omega - omega.min() < 1e-11)
    return y, omega, chosen


def omega_definition(a, x, y):
    """Energy, mixing entropy and reservoir term, at any coverage."""
    theta, vacancy = expit(y), expit(-y)
    return (-0.5 * a * theta**2 - x * theta
            - theta * np.logaddexp(0, -y) - vacancy * np.logaddexp(0, y))


def grid_extrema(a, x):
    y = np.linspace(x - 1, x + a + 1, 4001)
    values = omega_definition(a, x, y)
    rising = np.diff(values) > 0
    places = np.flatnonzero(rising[1:] != rising[:-1]) + 1
    return y[places], y[np.argmin(values)], values.min(), y[1] - y[0]


# Roots and selection against a brute-force scan of the grand potential
rng = np.random.default_rng(7)
three_root_cases = 0
for _ in range(300):
    a_test = rng.uniform(0.5, 15)
    x_test = -a_test / 2 + rng.uniform(-4, 4)
    y, omega, chosen = solve_isotherm(a_test, x_test)
    places, best, lowest, spacing = grid_extrema(a_test, x_test)
    assert len(places) == len(y)
    assert np.max(np.abs(places - y)) < 2 * spacing
    assert abs(y[chosen[0]] - best) < 2 * spacing
    assert abs(omega[chosen[0]] - lowest) < 1e-4
    three_root_cases += len(y) == 3
assert 30 < three_root_cases < 270
assert len(grid_extrema(3.9, -1.95)[0]) == 1
assert len(grid_extrema(4.1, -2.05)[0]) == 3

# Numbers of the example
kT = k_B * temperature
u = neighbours * pair_energy
a = u / kT
K = langmuir_constant(temperature)
T_c = u / (4 * k_B)
p_co = kT / thermal_wavelength(temperature)**3 * np.exp(-(binding + u/2) / kT)
theta_s = 0.5 * (1 + np.array([-1, 1]) * np.sqrt(1 - temperature / T_c))
x_s = np.log(theta_s / (1 - theta_s)) - a * theta_s
p_s = np.exp(x_s) / K

# Spinodals against the turning points of the isotherm on a grid
theta_grid = np.linspace(1e-4, 1 - 1e-4, 200001)
x_grid = np.log(theta_grid / (1 - theta_grid)) - a * theta_grid
turn = np.flatnonzero(np.diff(np.sign(np.diff(x_grid)))) + 1
assert len(turn) == 2
assert np.allclose(theta_grid[turn], theta_s, atol=2e-5)
for edge, inward in ((x_s[0], -1), (x_s[1], 1)):
    assert len(solve_isotherm(a, edge + inward * 1e-4)[0]) == 3
    assert len(solve_isotherm(a, edge - inward * 1e-4)[0]) == 1


# Coexistence found by direct search for equal grand potentials
def omega_gap(x):
    omega = solve_isotherm(a, x)[1]
    return omega[2] - omega[0]


x_tie = brentq(omega_gap, x_s[1] + 1e-3, x_s[0] - 1e-3, xtol=1e-12)
assert abs(np.exp(x_tie) / K / p_co - 1) < 1e-8
y_tie, _, chosen_tie = solve_isotherm(a, -a / 2)
assert list(chosen_tie) == [0, 2]
theta_tie = expit(y_tie)
assert abs(theta_tie[0] + theta_tie[2] - 1) < 1e-10
x_probe = x_tie + 0.2
slope = (omega_gap(x_probe + 1e-4) - omega_gap(x_probe - 1e-4)) / 2e-4
theta_probe = expit(solve_isotherm(a, x_probe)[0])
assert abs(slope + theta_probe[2] - theta_probe[0]) < 1e-6

# Gas chemical potential from summed particle-in-a-box levels
box, p_test = 20e-9, 0.2 * torr
levels = np.arange(1, 20001)
q_line = np.exp(-h_planck**2 * levels**2 / (8 * mass * box**2 * kT)).sum()
x_box = np.log(p_test * box**3 / kT / q_line**3) + binding / kT
assert abs(x_box - np.log(K * p_test)) < 5e-3

# Random-mixing pair count and particle-hole symmetry on a 4 x 4 torus
codes = np.arange(2**16)
occupied = ((codes[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4)
bonds = sum((occupied * np.roll(occupied, 1, axis=ax)).sum((1, 2))
            for ax in (1, 2))
number = occupied.sum((1, 2))
for n in (5, 8, 11):
    assert abs(bonds[number == n].mean() - 32 * n * (n-1) / (16*15)) < 1e-10
b = pair_energy / kT
weights = np.bincount(number, np.exp(b * bonds - 2 * b * number))
assert np.allclose(weights, weights[::-1], rtol=1e-10)

# Explicit grand-canonical sum with equal weak attraction of all pairs
sites = 20000
N = np.arange(sites + 1)
log_states = gammaln(sites+1) - gammaln(N+1) - gammaln(sites-N+1)
for p in (0.10 * torr, 0.20 * torr):
    x = np.log(K * p)
    log_weight = log_states + x * N + a * N**2 / (2 * sites)
    log_sum = logsumexp(log_weight)
    mean_theta = np.exp(log_weight - log_sum) @ N / sites
    y, omega, chosen = solve_isotherm(a, x)
    theta = expit(y)
    assert abs(mean_theta - theta[chosen[0]]) < 1e-3
    assert abs(log_sum / sites + omega[chosen[0]]) < 1e-3
    first, last = int(theta[0] * sites), int(theta[2] * sites)
    trough = (first + np.argmin(log_weight[first:last])) / sites
    assert abs(trough - theta[1]) < 2e-3


# Correlated nearest-neighbour lattice gas on endless strips
def strip(width, bond, x):
    """Coverage and logarithmic gap of the row transfer matrix."""
    size = 2**width
    rows = ((np.arange(size)[:, None] >> np.arange(width)) & 1).astype(float)
    filled = rows.sum(1)
    along = (rows * np.roll(rows, 1, axis=1)).sum(1)
    half = 0.5 * (x * filled + bond * along)
    matrix = np.exp(half[:, None] + half[None, :] + bond * (rows @ rows.T))
    values, vectors = eigh(matrix, subset_by_index=[size - 2, size - 1])
    return vectors[:, -1]**2 @ filled / width, np.log(values[1] / values[0])


def scaled_gap_difference(bond):
    return 8*strip(8, bond, -2*bond)[1] - 6*strip(6, bond, -2*bond)[1]


bond_c = brentq(scaled_gap_difference, 1.5, 2.1, xtol=1e-6)
assert abs(bond_c / (2 * np.log(1 + np.sqrt(2))) - 1) < 0.01
T_c_strip = pair_energy / (k_B * bond_c)
strip_theta = {}
for p_torr in (0.10, 0.20):
    x = np.log(K * p_torr * torr)
    strip_theta[p_torr] = [strip(width, b, x)[0] for width in (8, 10)]
    assert abs(np.diff(strip_theta[p_torr])[0]) < 0.02
assert strip_theta[0.10][1] < 0.5 < strip_theta[0.20][1]

# Gaussian spread of site energies that removes the mean-field loop
nodes, node_weights = np.polynomial.hermite.hermgauss(80)
node_weights = node_weights / np.sqrt(np.pi)


def loop_condition(spread):
    t = np.sqrt(2) * spread * nodes
    return a * (node_weights @ (expit(t) * expit(-t))) - 1


spread_c = brentq(loop_condition, 0.01, 10)
theta_even = np.linspace(0, 1, 4000)
for factor, expected in ((0.95, 3), (1.05, 1)):
    shifts = np.sqrt(2) * factor * spread_c * nodes
    balance = theta_even - expit(
        a * (theta_even[:, None] - 0.5) + shifts) @ node_weights
    assert np.count_nonzero(np.diff(np.sign(balance))) == expected

# Fixed-point iteration from the empty surface, at a dense-phase pressure
x_dense = np.log(K * 0.20 * torr)
y_dense, omega_dense, chosen_dense = solve_isotherm(a, x_dense)
theta_iter = 0.0
for _ in range(2000):
    theta_iter = expit(x_dense + a * theta_iter)
assert abs(theta_iter - expit(y_dense[0])) < 1e-9
assert list(chosen_dense) == [2]

# Residence time (unit sticking) and the hotter process
flux_per_site = 0.20 * torr * site_area / np.sqrt(2 * np.pi * mass * kT)
residence = np.exp(y_dense[2]) / flux_per_site
kT_hot = k_B * hot_temperature
a_hot, K_hot = u / kT_hot, langmuir_constant(hot_temperature)
p_co_hot = np.exp(-a_hot / 2) / K_hot
y_hot, _, chosen_hot = solve_isotherm(a_hot, np.log(K_hot * 0.20 * torr))
assert len(y_hot) == 1 and a_hot > 4 and hot_temperature > T_c_strip

print(f"temperature T = {temperature:.0f} K, kT = {kT/eV:.5f} eV")
print(f"binding energy E_b = {binding/eV:.2f} eV (rough)")
print(f"neighbour attraction |w| = {pair_energy/eV:.2f} eV (rough), "
      f"z = {neighbours}")
print(f"molecular mass = {mass/const.atomic_mass:.3f} u, "
      f"site area = {site_area*1e18:.2f} nm2 (rough)")
print(f"u = z|w| = {u/eV:.2f} eV, a = u/kT = {a:.4f}")
print(f"mean-field critical temperature = {T_c:.1f} K, "
      f"T/T_c = {temperature/T_c:.4f}")
print(f"thermal wavelength = {thermal_wavelength(temperature)*1e9:.5f} nm")
print(f"Langmuir constant K = {K*torr:.5f} 1/Torr")
print(f"spinodal coverages = {theta_s[0]:.4f}, {theta_s[1]:.4f}")
print(f"spinodal y_s = {np.log(theta_s[1]/theta_s[0]):.4f}")
print(f"spinodal x: upper {x_s[0]:.4f}, lower {x_s[1]:.4f}")
print(f"spinodal pressures: lower {p_s[1]/torr:.4f} Torr, "
      f"upper {p_s[0]/torr:.4f} Torr")
print(f"coexistence x = {-a/2:.4f}, p_co = {p_co/torr:.4f} Torr "
      f"= {p_co:.2f} Pa")
print(f"coexisting coverages = {theta_tie[0]:.4f}, {theta_tie[2]:.4f}")
residual, brackets = root_brackets(a, x_dense)
print(f"brackets at 0.20 Torr, x = {x_dense:.4f}, x+a = {x_dense+a:.4f}:")
for lo, hi in brackets:
    root, steps = bisect(residual, lo, hi)
    print(f"  y from {lo:.4f} to {hi:.4f}: h = {residual(lo):.4f}, "
          f"{residual(hi):.4f}; root y = {root:.4f}, {steps} halvings")
for p_torr in (0.02, 0.10, 0.20, 1.00):
    x = np.log(K * p_torr * torr)
    y, omega, chosen = solve_isotherm(a, x)
    print(f"p = {p_torr:.2f} Torr, x = {x:.4f}, roots: {len(y)}")
    for i in range(len(y)):
        mark = "  <- equilibrium" if i in chosen else ""
        print(f"  theta = {expit(y[i]):.5f}, grand potential = "
              f"{omega[i]*kT/eV*1e3:.3f} meV/site{mark}")
print(f"fixed-point iteration from empty, 0.20 Torr: theta = {theta_iter:.5f}")
print(f"random tests: 300 cases, {three_root_cases} with three roots")
print(f"critical temperature from strips 6 and 8 = {T_c_strip:.1f} K")
for p_torr, values in strip_theta.items():
    print(f"strip coverage at {p_torr:.2f} Torr: width 8 {values[0]:.4f}, "
          f"width 10 {values[1]:.4f}")
print(f"site-energy spread removing mean-field loop = "
      f"{spread_c*kT/eV:.4f} eV")
print(f"p_co factor for 0.1 eV change of E_b = {np.exp(0.1*eV/kT):.1f}")
print(f"0.20 Torr over rough saturation pressure "
      f"{rough_saturation_torr:.0f} Torr = {0.20/rough_saturation_torr:.1e}")
print(f"residence time in dense layer, 0.20 Torr = {residence*1e3:.3f} ms")
print(f"at {hot_temperature:.0f} K: a = {a_hot:.3f}, "
      f"mean-field p_co = {p_co_hot/torr:.0f} Torr")
print(f"at {hot_temperature:.0f} K and 0.20 Torr: "
      f"theta = {expit(y_hot[0]):.2e}")
print("all assertions hold")
```

Printed output:

```
temperature T = 350 K, kT = 0.03016 eV
binding energy E_b = 0.60 eV (rough)
neighbour attraction |w| = 0.06 eV (rough), z = 4
molecular mass = 18.015 u, site area = 0.10 nm2 (rough)
u = z|w| = 0.24 eV, a = u/kT = 7.9574
mean-field critical temperature = 696.3 K, T/T_c = 0.5027
thermal wavelength = 0.02199 nm
Langmuir constant K = 0.12788 1/Torr
spinodal coverages = 0.1474, 0.8526
spinodal y_s = 1.7552
spinodal x: upper -2.9281, lower -5.0293
spinodal pressures: lower 0.0512 Torr, upper 0.4184 Torr
coexistence x = -3.9787, p_co = 0.1463 Torr = 19.51 Pa
coexisting coverages = 0.0218, 0.9782
brackets at 0.20 Torr, x = -3.6661, x+a = 4.2913:
  y from -3.6661 to -1.7552: h = -0.1984, 0.7380; root y = -3.4121, 41 halvings
  y from -1.7552 to 1.7552: h = 0.7380, -1.3633; root y = -0.3215, 42 halvings
  y from 1.7552 to 4.2913: h = -1.3633, 0.1074; root y = 4.1703, 42 halvings
p = 0.02 Torr, x = -5.9687, roots: 1
  theta = 0.00260, grand potential = -0.078 meV/site  <- equilibrium
p = 0.10 Torr, x = -4.3592, roots: 3
  theta = 0.01411, grand potential = -0.405 meV/site  <- equilibrium
  theta = 0.59743, grand potential = 15.388 meV/site
  theta = 0.96513, grand potential = 10.552 meV/site
p = 0.20 Torr, x = -3.6661, roots: 3
  theta = 0.03192, grand potential = -0.856 meV/site
  theta = 0.42031, grand potential = 4.754 meV/site
  theta = 0.98479, grand potential = -9.864 meV/site  <- equilibrium
p = 1.00 Torr, x = -2.0566, roots: 1
  theta = 0.99721, grand potential = -58.054 meV/site  <- equilibrium
fixed-point iteration from empty, 0.20 Torr: theta = 0.03192
random tests: 300 cases, 99 with three roots
critical temperature from strips 6 and 8 = 396.0 K
strip coverage at 0.10 Torr: width 8 0.0194, width 10 0.0194
strip coverage at 0.20 Torr: width 8 0.9783, width 10 0.9783
site-energy spread removing mean-field loop = 0.0801 eV
p_co factor for 0.1 eV change of E_b = 27.5
0.20 Torr over rough saturation pressure 300 Torr = 6.7e-04
residence time in dense layer, 0.20 Torr = 0.732 ms
at 523 K: a = 5.325, mean-field p_co = 1073 Torr
at 523 K and 0.20 Torr: theta = 1.30e-05
all assertions hold
```
